# Anisotropic and antisymmetric J coupling in the spectrum of an axial pair

## 1. Two orientations that can be read at sight

Take two unlike spins 1/2, $I$ and $S$, held at a fixed distance $r$ in a strong field along $z$. Let the line joining them be a symmetry axis, with unit vector $\mathbf n$. For now the indirect coupling $\mathbf J$ has only two values: $J_\parallel$ for spin components along $\mathbf n$ and $J_\perp$ for components across it. Define

$$\Delta J=J_\parallel-J_\perp,\qquad J_{\rm iso}=\tfrac13(J_\parallel+2J_\perp),$$

so that $J_\parallel=J_{\rm iso}+\tfrac23\Delta J$ and $J_\perp=J_{\rm iso}-\tfrac13\Delta J$. All couplings are energies divided by $h$, in Hz.

In a strong field the coupling acts mainly through the product $I_zS_z$ (shown in section 4). The direct dipolar coupling contributes $-2D$ to its coefficient when $\mathbf n$ is along the field, and $+D$ when $\mathbf n$ is across it (section 2). The total coefficients are

$$T_\parallel=-2D+J_\parallel=J_{\rm iso}-2\left(D-\tfrac13\Delta J\right),$$
$$T_\perp=D+J_\perp=J_{\rm iso}+\left(D-\tfrac13\Delta J\right).$$

The same combination appears twice:

$$D_{\rm eff}=D-\tfrac13\Delta J .$$

Two orientations give two numbers, which fix $J_{\rm iso}=(T_\parallel+2T_\perp)/3$ and $D_{\rm eff}=(T_\perp-T_\parallel)/3$, but not $D$ and $\Delta J$ separately. The question is whether other orientations, weaker fields or like spins could separate them, and what an antisymmetric part of $\mathbf J$ would do.

## 2. The dipolar tensor, with its sign

Away from its source, the field of a point dipole $\boldsymbol\mu_S$ is $\mathbf B=-\nabla\Phi$, with

$$\Phi=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu_S\cdot\mathbf r}{r^3}=-\frac{\mu_0}{4\pi}\,\boldsymbol\mu_S\cdot\nabla\frac1r .$$

The energy of $\boldsymbol\mu_I$ in this field is therefore

$$E=-\boldsymbol\mu_I\cdot\mathbf B=-\frac{\mu_0}{4\pi}\sum_{ij}\mu_{I,i}\,\mu_{S,j}\,\partial_i\partial_j\frac1r .$$

Since $\partial_j(1/r)=-r_j/r^3$, a second derivative gives

$$\partial_i\partial_j\frac1r=-\frac{\delta_{ij}}{r^3}+\frac{3r_ir_j}{r^5}=\frac{3n_in_j-\delta_{ij}}{r^3}.$$

Insert $\boldsymbol\mu_I=\gamma_I\hbar\mathbf I$ and $\boldsymbol\mu_S=\gamma_S\hbar\mathbf S$, divide by $h$, and use $\hbar^2/h=\hbar/2\pi$:

$$\frac{H_{\rm dip}}{h}=-D\;\mathbf I\cdot(3\mathbf{nn}-\mathbf 1)\cdot\mathbf S,\qquad D=\frac{\mu_0\hbar\gamma_I\gamma_S}{8\pi^2r^3}.$$

The tensor $-D(3\mathbf{nn}-\mathbf 1)$ has the value $-2D$ along $\mathbf n$ and $+D$ across it, as used above. With this convention $D$ is positive when the two $\gamma$ have equal signs. If the dipolar constant is instead defined as $b=-D$, the combination reads $b+\Delta J/3$; the physics is unchanged.

## 3. What an axis allows in J

A general $\mathbf J$ has nine components. Put a temporary $z$ axis along $\mathbf n$ and rotate the molecule by $\varphi$ about it. Then $J_{ij}$ transforms like a product $u_iv_j$ of two vectors, for which $u_x+iu_y$ and $v_x+iv_y$ each acquire a factor $e^{i\varphi}$. Hence:

- $J_{xz}+iJ_{yz}$ and $J_{zx}+iJ_{zy}$ acquire $e^{i\varphi}$.
- $J_{xx}-J_{yy}+i(J_{xy}+J_{yx})$, which behaves like $(u_x+iu_y)(v_x+iv_y)$, acquires $e^{2i\varphi}$.
- $J_{xx}+J_{yy}+i(J_{xy}-J_{yx})$, which behaves like $(u_x-iu_y)(v_x+iv_y)$, does not change. Neither does $J_{zz}$.

If the rotation is a symmetry, a quantity multiplied by a factor other than 1 must vanish. For an $n$-fold axis with $n\ge3$, $\varphi=2\pi/n$ and both factors differ from 1. What remains is $J_{xx}=J_{yy}=J_\perp$, $J_{zz}=J_\parallel$ and $J_{xy}=-J_{yx}$. A twofold axis is not enough, because then $e^{2i\varphi}=1$.

The symmetric part is

$$J_\perp(\mathbf 1-\mathbf{nn})+J_\parallel\mathbf{nn}=J_\perp\mathbf 1+\Delta J\,\mathbf{nn}=J_{\rm iso}\mathbf 1+\tfrac13\Delta J(3\mathbf{nn}-\mathbf 1),$$

where the last step uses $J_\perp=J_{\rm iso}-\Delta J/3$.

An antisymmetric tensor has three independent components, which form a vector $\mathbf a$:

$$A_{ij}=\sum_k\epsilon_{ijk}a_k,\qquad \mathbf I\cdot\mathbf A\cdot\mathbf S=\mathbf a\cdot(\mathbf I\times\mathbf S).$$

In the present axes the survivor is $J_{xy}=-J_{yx}=a_z$, so $\mathbf a$ lies along $\mathbf n$. A mirror plane containing the axis removes it too: reflecting $y$ changes the sign of $J_{xy}$. (Spins are axial vectors, but the two extra signs cancel in the product.)

Adding the direct coupling gives

$$\boxed{\;\mathbf T=J_{\rm iso}\mathbf 1-D_{\rm eff}(3\mathbf{nn}-\mathbf 1)+\mathbf A,\qquad D_{\rm eff}=D-\tfrac13\Delta J\;}$$

No strong-field approximation has been made. The Hamiltonian of the rigid pair is

$$\frac Hh=-\nu_II_z-\nu_SS_z+\mathbf I\cdot\mathbf T\cdot\mathbf S .$$

At given Zeeman frequencies, $J_{\rm iso}$ and $\mathbf A$, two pairs with equal $D_{\rm eff}$ have the same Hamiltonian, and hence the same spectrum at every field and orientation. Separating $D$ from $\Delta J$ needs outside information, such as a known distance.

**Where this fails.** Let the symmetric part of $\mathbf J$ be axial about another direction $\mathbf m$. Then

$$\mathbf T=J_{\rm iso}\mathbf 1-D(3\mathbf{nn}-\mathbf 1)+\tfrac13\Delta J(3\mathbf{mm}-\mathbf 1)+\mathbf A,$$

and for $\Delta J\ne0$ the two anisotropic terms no longer merge into a multiple of $3\mathbf{nn}-\mathbf 1$.

**Motion.** If a pair of fixed length reorients fast compared with its couplings, the line positions follow, to leading order in the couplings, from the averaged tensor. Since $D_{\rm eff}$ multiplies the whole bracket, it multiplies the averaged bracket as well. In an isotropic liquid $\langle\mathbf{nn}\rangle=\mathbf 1/3$ and $\langle\mathbf n\rangle=0$, so both the $D_{\rm eff}$ term and an $\mathbf a$ along $\mathbf n$ average to zero. Relaxation is outside this argument.

## 4. Unlike spins at any angle

Let $\mathbf n$ make an angle $\theta$ with the field. The uncoupled states $|m_I m_S\rangle$ have energies $-\nu_Im_I-\nu_Sm_S$. For nonzero frequencies of different magnitude these are all distinct, so the first-order energy is an expectation value. In a product state $\langle I_iS_j\rangle=m_Im_S$ for $i=j=z$ and zero otherwise. Therefore

$$\frac Eh=-\nu_Im_I-\nu_Sm_S+T_{zz}m_Im_S .$$

The transition of $I$ from $m_I=+\tfrac12$ to $-\tfrac12$ has frequency $\nu_I-T_{zz}m_S$: a doublet with splitting $|T_{zz}|$. Because $n_z=\cos\theta$ and $A_{zz}=0$,

$$T_{zz}=J_{\rm iso}-D_{\rm eff}(3\cos^2\theta-1).$$

The antisymmetric part has disappeared from the first-order line positions. This holds for any direction of $\mathbf a$.

The intensities need a separate look, since coupling also mixes the states. Let the detected operator be $I_x$ plus a real multiple of $S_x$; it changes $m_I+m_S$ by one. The components $a_x$ and $a_y$ multiply products of one $z$ operator with one transverse operator, which also change $m_I+m_S$ by one. One such mixing followed by detection changes the sum by an even number, so it cannot correct an allowed line. The component $a_z$ multiplies $I_xS_y-I_yS_x$, whose matrix is purely imaginary. It adds an imaginary correction to a real transition amplitude, and the squared modulus has no linear term. So $\mathbf a$ has no first-order effect on intensities either.

### Numbers for a model pair

Take $r=2$ Å, $J_{\rm iso}=800$ Hz, $\Delta J=1500$ Hz and a field of 5 T. Spin $I$ has the proton gyromagnetic ratio and spin $S$ has 0.4 times that value, so $\nu_I=212.887$ MHz and $\nu_S=85.155$ MHz. Per tesla these are 42.577 and 17.031 MHz. Since $\gamma=2\pi\nu/B_0$, the dipolar constant can be written

$$D=\frac{\mu_0}{4\pi}\frac{h}{r^3}\frac{\nu_I}{B_0}\frac{\nu_S}{B_0}
=\frac{10^{-7}(6.626\times10^{-34})(42.577\times10^6)(17.031\times10^6)}{8\times10^{-30}}\ \text{Hz},$$

which is 6006 Hz. Then $D_{\rm eff}=6006-500=5506$ Hz.

| $\theta$ | $T_{zz}$ (Hz) | diagonalized splitting (Hz) |
|---|---:|---:|
| 0° | −10212.0 | 10212.0 |
| 30° | −6082.5 | 6082.5 |
| 60° | 2176.5 | 2176.5 |
| 90° | 6306.0 | 6306.0 |

At 30°, for instance, $3\cos^2\theta-1=1.25$ and $800-1.25\times5506=-6082.5$ Hz. The doublet shows the magnitude of $T_{zz}$; its sign must be known before two orientations can be combined as in section 1.

If $\Delta J$ is ignored, $D_{\rm eff}$ is read as a dipolar constant. Because $D\propto r^{-3}$, the inferred distance is

$$r_{\rm app}=r\left(\frac{D}{D_{\rm eff}}\right)^{1/3}=2\left(\frac{6006}{5506}\right)^{1/3}\text{Å}=2.059\ \text{Å},$$

which is 2.9% above the true distance. The values of $J_{\rm iso}$ and $\Delta J$ were chosen for illustration and are not those of a real pair; the error is set by $\Delta J/D$, about $\Delta J/(9D)$ when this is small. No spectrum of this pair could expose the error: a pair at $r_{\rm app}$ with $\Delta J=0$ has the same $\mathbf T$. The numerical check confirms equal spectra at 5 T and 0.1 mT, and equal energy levels at zero field.

Tilting the $\mathbf J$ axis by 20° from $\mathbf n$ changes the principal values of $\mathbf T$ from $(-10212,\,6306,\,6306)$ to $(-10401,\,6306,\,6495)$ Hz. The value 6306 Hz survives because it belongs to the direction perpendicular to both axes, where the coefficient is still $J_{\rm iso}+D-\Delta J/3$. The other two change, and the resulting gap of 189 Hz cannot be described by one effective constant. The principal values alone still do not fix $D$: they give two anisotropy numbers for three unknowns ($D$, $\Delta J$ and the tilt). A tilt of 30° with $D=5750$ Hz and $\Delta J=733$ Hz gives the same three values.

## 5. The next order, where a can appear

To see how well the first-order result holds, add the second-order energies $\sum_l|V_{lk}|^2/(E_k-E_l)$, where $V$ is the coupling and all energies are in Hz. Write $\alpha,\beta$ for $m=\pm\tfrac12$, with the $I$ label first. There are four kinds of off-diagonal element.

**Flip of $I$.** With $S$ in state $m_S$, the element is $m_S(T_{xz}+iT_{yz})/2$, of squared modulus $(T_{xz}^2+T_{yz}^2)/16$. Divided by $\nu_I$, this lowers the $\alpha$ level of $I$ and raises the $\beta$ level. Both $I$ lines move up by $(T_{xz}^2+T_{yz}^2)/(8\nu_I)$.

**Flip of $S$.** The squared element contains $m_I^2=\tfrac14$. The two levels joined by an $I$ transition therefore shift equally, and the line does not move.

**Flip-flop, $\alpha\beta\leftrightarrow\beta\alpha$.** With $\langle\alpha|I_x|\beta\rangle=\tfrac12$, $\langle\alpha|I_y|\beta\rangle=-\tfrac i2$ and their conjugates for the reverse flip,

$$q_0=\langle\alpha\beta|V|\beta\alpha\rangle=\tfrac14\left[T_{xx}+T_{yy}+i(T_{xy}-T_{yx})\right].$$

**Double flip, $\alpha\alpha\leftrightarrow\beta\beta$.** In the same way,

$$q_2=\langle\alpha\alpha|V|\beta\beta\rangle=\tfrac14\left[T_{xx}-T_{yy}-i(T_{xy}+T_{yx})\right].$$

For $\nu_I>\nu_S$ the flip-flop lowers $\alpha\beta$ and raises $\beta\alpha$ by $|q_0|^2/(\nu_I-\nu_S)$. The lines $\alpha\alpha\to\beta\alpha$ and $\alpha\beta\to\beta\beta$ both move up by this amount. The double flip lowers $\alpha\alpha$ and raises $\beta\beta$ by $|q_2|^2/(\nu_I+\nu_S)$, again moving both lines up. The common shift is

$$\delta\nu_I=\frac{T_{xz}^2+T_{yz}^2}{8\nu_I}+\frac{|q_0|^2}{\nu_I-\nu_S}+\frac{|q_2|^2}{\nu_I+\nu_S}.$$

The splitting thus has no second-order correction.

Choose $x$ so that $\mathbf n$ lies in the $xz$ plane. From $A_{xz}=-a_y$ and $A_{yz}=a_x$,

$$T_{xz}=X-a_y,\qquad T_{yz}=a_x,\qquad X=-3D_{\rm eff}\sin\theta\cos\theta .$$

Also $T_{xy}-T_{yx}=2a_z$, while $q_2$ contains no antisymmetric part. Hence $a_x$ and $a_z$ enter squared, but $a_y$ has a cross term $-Xa_y/(4\nu_I)$. It is linear in $\mathbf a$, yet second order in the couplings and inversely proportional to the field.

For the model pair at 30°, $X=-3\times5506.0\times\sin30^\circ\cos30^\circ=-7152.5$ Hz. If a lower symmetry allowed $a_y=500$ Hz, reversing it would change the shift by

$$-\frac{Xa_y}{2\nu_I}=\frac{7152.5\times500}{2\times212.887\times10^6}\ \text{Hz}=0.0084\ \text{Hz}.$$

Full diagonalization gives 0.0084 Hz, and 0.0042 Hz at twice the field. The splitting stays at 6082.5100 Hz.

### Why the axial case has no such cross term

An axial pair has $\mathbf a\parallel\mathbf n$, hence $a_y=0$. In the usual basis $I_x,I_z,S_x,S_z$ are real matrices and $I_y,S_y$ are imaginary. With $\mathbf n$ in the $xz$ plane, the symmetric coupling contains $y$ operators only as $I_yS_y$, which is real. The remaining antisymmetric terms,

$$a_x(I_yS_z-I_zS_y)+a_z(I_xS_y-I_yS_x),$$

have one $y$ operator in each product and are imaginary. Complex conjugation therefore gives $H(\mathbf a)^*=H(-\mathbf a)$. The energies agree and the eigenvectors are conjugates. The line positions are therefore even in $\mathbf a$ at every field. For detection along $x$, that is, with the detection axis in the plane of the field and $\mathbf n$, the operator is real, so the intensities are even too. For a detection axis at another azimuth this argument covers the positions only.

At 0.1 mT, where $\nu_I$ is about 4.3 kHz and comparable with the couplings, the calculation shows no change on reversing a 500 Hz vector along $\mathbf n$. Reversing one along $y$ moves a line in the frequency-ordered list by up to 617 Hz. The high-field protection has gone, while the symmetry protection remains.

Evenness does not by itself exclude a first-order effect: $|a|$ is even as well. Like spins show when that matters.

## 6. Like spins

Let the Zeeman frequencies be $\bar\nu\pm\delta/2$, with $\delta$ comparable with the couplings and both far below $\bar\nu$. The states $\alpha\beta$ and $\beta\alpha$ now lie close together and must be treated jointly. Elements joining different $m_I+m_S$ are dropped. This changes the line positions by amounts of order (coupling)$^2/\bar\nu$. As long as the gap between the two central levels is comparable with the couplings, it changes the relative intensities by amounts of order coupling$/\bar\nu$.

The trace of $\mathbf T$ is $3J_{\rm iso}$, so

$$T_{xx}+T_{yy}=3J_{\rm iso}-T_{zz}=2P,\qquad P=J_{\rm iso}+\tfrac12D_{\rm eff}(3\cos^2\theta-1),$$

and $q_0=(P+ia_z)/2$. The central block, in the order $\alpha\beta,\beta\alpha$, is

$$-\frac{T_{zz}}4\,\mathbf 1+\frac12\begin{pmatrix}-\delta&P+ia_z\\P-ia_z&\delta\end{pmatrix}.$$

Its eigenvalues are

$$E_\pm=-\tfrac14T_{zz}\pm\tfrac12W,\qquad W=\sqrt{\delta^2+P^2+a_z^2}.$$

The outer levels are $E_{\alpha\alpha}=-\bar\nu+T_{zz}/4$ and $E_{\beta\beta}=\bar\nu+T_{zz}/4$. Subtraction gives four lines:

$$\alpha\alpha\to\pm:\ \ \bar\nu-\tfrac12T_{zz}\pm\tfrac12W,\qquad \pm\to\beta\beta:\ \ \bar\nu+\tfrac12T_{zz}\mp\tfrac12W .$$

For a central state $c_1|\alpha\beta\rangle+c_2|\beta\alpha\rangle$, detection of $I_x+S_x$ gives both its lines the relative intensity $|c_1+c_2|^2=1+2\,{\rm Re}(c_1^*c_2)$. The derivative of an eigenvalue equals the expectation value of the derivative of the matrix. Differentiating with respect to $P$ at fixed $T_{zz}$,

$$\pm\frac{P}{2W}=\frac{\partial E_\pm}{\partial P}=\tfrac12(c_1^*c_2+c_2^*c_1)={\rm Re}(c_1^*c_2),$$

so the intensities are $1\pm P/W$.

**Two limits.** For $|\delta|$ much larger than $|P|$ and $|a_z|$, $W\approx|\delta|$. The lines form two doublets split by $|T_{zz}|$ with nearly equal intensities, as for unlike spins. For $\delta=a_z=0$ and $P\ne0$, one central state has intensity 2 and the other 0. The two visible lines are separated by

$$|T_{zz}-P|=\tfrac32D_{\rm eff}\,|3\cos^2\theta-1|\quad(D_{\rm eff}>0).$$

Here $J_{\rm iso}$ drops out, but $\Delta J$ remains inside $D_{\rm eff}$.

**Small $a_z$.** With $W_0=\sqrt{\delta^2+P^2}>0$,

$$W\approx W_0+\frac{a_z^2}{2W_0}.$$

Positions and intensities depend on $a_z$ through $W$ alone, so neither has a linear term. For the positions this can also be seen directly: for $a_z=0$ the central eigenvectors are real, and an imaginary Hermitian matrix has zero expectation value in a real vector.

As a second model take $J_{\rm iso}=200$, $D_{\rm eff}=1000$ and $\delta=1500$ Hz at 30°. Then $P=200+625=825$ Hz and $W_0=1711.9$ Hz. An axial $\mathbf a$ of 300 Hz has $a_z=300\cos30^\circ=259.8$ Hz. The estimated movement of an outer line is

$$\frac{a_z^2}{4W_0}=\frac{259.8^2}{4\times1711.9}\ \text{Hz}=9.9\ \text{Hz}.$$

Diagonalization moves the upper outer line from 1380.95 to 1390.76 Hz above $\bar\nu$, by 9.8 Hz. Doubling $a$ from 150 to 300 Hz multiplies the movement by 3.98, close to the factor 4 of a quadratic law.

**The exception.** If $\delta=P=0$, then $W=|a_z|$. The two central states are degenerate without $\mathbf a$, real vectors are no longer singled out, and the antisymmetric coupling splits them at first order. At 30° with $D_{\rm eff}=1000$ Hz this needs $J_{\rm iso}=-625$ Hz. The gap between the two highest lines is then 129.9 Hz for $a=150$ Hz and 259.8 Hz for $a=300$ Hz: a linear law. Near this point the quadratic expansion requires $|a_z|\ll W_0$, not merely $|a_z|\ll\bar\nu$.

The exception concerns $\mathbf a$ alone. Throughout, $D$ and $\Delta J$ enter $T_{zz}$ and $P$ through $D_{\rm eff}$, so even at this degeneracy the spectrum of the rigid axial pair cannot separate them.

## Computed results

```
UNLIKE PAIR (model)
r = 2.000 angstrom, gamma_S/gamma_I = 0.40
Jiso = 800.0 Hz, Delta J = 1500.0 Hz
J_par = 1800.0 Hz, J_perp = 300.0 Hz
B0 = 5.0 T
nu_I = 212.887 MHz, nu_S = 85.155 MHz
D = 6006.01 Hz
D_eff = 5506.01 Hz
apparent r if Delta J is ignored = 2.0588 angstrom
relative error of that r = 2.94 percent
angle/deg, T_zz formula/Hz, I splitting from diagonalization/Hz
  0   -10212.02    10212.02
 30    -6082.51     6082.51
 60     2176.50     2176.50
 90     6306.01     6306.01
J tilted by 20 deg: principal values of T/Hz
  -10401.25  6306.01  6495.24
J coaxial: principal values of T/Hz
  -10212.02  6306.01  6306.01
ANTISYMMETRIC PART, unlike pair, 30 deg, |a| = 500.0 Hz
a = 0: splitting 6082.5100 Hz, centre shift 0.06882 Hz
+a along n: splitting 6082.5100 Hz, shift 0.06923 Hz
-a along n: splitting 6082.5100 Hz, shift 0.06923 Hz
+a along y: splitting 6082.5100 Hz, shift 0.07317 Hz
-a along y: splitting 6082.5100 Hz, shift 0.06477 Hz
shift(+a)-shift(-a), a along y: 0.00840 Hz
same at twice the field: 0.00420 Hz
field 0.10 mT: largest line change on a -> -a
  a along n: 0.0000 Hz, a along y: 617.25 Hz
LIKE PAIR (model), 30 deg
Jiso = 200.0 Hz, D_eff = 1000.0 Hz, delta = 1500.0 Hz
T_zz = -1050.00 Hz, P = 825.00 Hz
a = 0.0 Hz: a_z = 0.00 Hz, W = 1711.91 Hz
  offsets/Hz: -1380.95  -330.95  330.95  1380.95
  intensities: 1.4819  0.5181  0.5181  1.4819
a = 150.0 Hz: a_z = 129.90 Hz, W = 1716.83 Hz
  offsets/Hz: -1383.41  -333.41  333.42  1383.42
  intensities: 1.4805  0.5195  0.5195  1.4805
a = 300.0 Hz: a_z = 259.81 Hz, W = 1731.51 Hz
  offsets/Hz: -1390.75  -340.75  340.76  1390.76
  intensities: 1.4765  0.5235  0.5235  1.4765
outer-line shift ratio on doubling a = 3.983
Exception: delta = 0, Jiso = -625.0 Hz, P = 0.0 Hz
  line gap at a = 150.0 Hz: 129.90 Hz
  line gap at a = 300.0 Hz: 259.81 Hz
```
